# Bare Momentum Elements of Ultrasoft Orbitals Do Not Give Optical Strengths

Take a model atom, compute its 2s and 2p orbitals with an ultrasoft pseudopotential, and insert them in the usual momentum formula for the oscillator strength. The result is 0.749. The all-electron orbitals of the same atom give 0.233. Both calculations have the same orbital energies, and their orbitals coincide outside a sphere of radius 1.5 bohr. If the sphere is changed to 1.3 bohr, the energies stay the same but the ultrasoft answer becomes 1.390. An absorption spectrum built this way has this line in the right place, with a height that depends on a technical parameter.

## The belief and its appeal

The belief is that the optical strength of a transition between ultrasoft orbitals $\psi_n$ and $\psi_m$ follows from $\langle\psi_m|\mathbf p|\psi_n\rangle$. It has good arguments on its side. Light couples to an electron through $\mathbf A\cdot\mathbf p$. The orbital energies are right, and so are the orbitals in the region where bonds form. In a plane-wave basis $\mathbf p$ is diagonal, so the element costs almost nothing. For the all-electron orbitals of a local Hamiltonian the recipe is also correct.

An ultrasoft calculation departs from that case in three ways. Its Hamiltonian is nonlocal, its orbitals are orthonormal in a metric that is not the identity, and inside the core sphere its orbitals differ from the true ones. Each departure contributes its own term to the formula derived below.

## Conventions

Hartree atomic units are used, with $\mathbf p=-i\nabla$. The electrons are independent, and the all-electron potential is local. Spin-orbit coupling, relativity and local-field effects are left out. The ultrasoft orbitals obey

$$H|\psi_n\rangle=\varepsilon_n S|\psi_n\rangle,\qquad \langle\psi_m|S|\psi_n\rangle=\delta_{mn},$$

$$H=-\tfrac12\nabla^2+V_{\rm loc}+V_{\rm NL},\qquad V_{\rm NL}=\sum_{ij}|\beta_i\rangle D_{ij}\langle\beta_j|,$$

$$S=1+K,\qquad K=\sum_{ij}|\beta_i\rangle q_{ij}\langle\beta_j|.$$

The projectors $\beta_i$ vanish outside a sphere of radius $r_c$ around the atom. They are dual to smooth partial waves $\tilde\phi_j$, so that $\langle\beta_i|\tilde\phi_j\rangle=\delta_{ij}$. Each $\tilde\phi_j$ joins an all-electron partial wave $\phi_j$ at $r_c$. Write $\omega=\varepsilon_m-\varepsilon_n$. A tilde on a matrix element, as in $\langle\mathbf r\rangle^\sim=\langle\psi_m|\mathbf r|\psi_n\rangle$, means that the bare operator stands between ultrasoft orbitals.

## What the optical element should be

The physical element belongs to the all-electron orbitals $\Psi$. Acting on any function $f$,

$$[-\tfrac12\nabla^2,x]f=-\tfrac12\left(x\nabla^2f+2\partial_xf\right)+\tfrac12x\nabla^2f=-\partial_xf .$$

A local potential commutes with $x$, so $[H_{\rm AE},\mathbf r]=-\nabla$. Between eigenstates, $H_{\rm AE}$ gives $\varepsilon_m$ on the left and $\varepsilon_n$ on the right:

$$\omega\langle\mathbf r\rangle_{\rm AE}=-\langle\nabla\rangle_{\rm AE},\qquad \langle\mathbf p\rangle_{\rm AE}=i\omega\langle\mathbf r\rangle_{\rm AE}. \tag{1}$$

Length and momentum forms therefore agree for the all-electron problem. The task is to express either one through the ultrasoft orbitals.

The all-electron orbital is recovered by exchanging smooth partial waves for true ones inside the sphere:

$$|\Psi_n\rangle=|\psi_n\rangle+\sum_j\left(|\phi_j\rangle-|\tilde\phi_j\rangle\right)c_{jn},\qquad c_{jn}=\langle\beta_j|\psi_n\rangle .$$

For an operator $O$ that acts locally, such as $1$, $\mathbf r$ or $\nabla$, the corrections contribute only inside the sphere. Suppose that there $\psi_n=\sum_j\tilde\phi_jc_{jn}$. The coefficient of $c_{im}^*c_{jn}$ in $\langle\Psi_m|O|\Psi_n\rangle-\langle\psi_m|O|\psi_n\rangle$ is then

$$\langle\phi_i-\tilde\phi_i|O|\tilde\phi_j\rangle+\langle\tilde\phi_i|O|\phi_j-\tilde\phi_j\rangle+\langle\phi_i-\tilde\phi_i|O|\phi_j-\tilde\phi_j\rangle .$$

Expanding the brackets, the mixed elements cancel and $\langle\phi_i|O|\phi_j\rangle-\langle\tilde\phi_i|O|\tilde\phi_j\rangle$ remains. With $O=1$ this is $q_{ij}$, which explains the metric $S$: it restores the missing norm. With $O=\mathbf r$ it is the augmentation dipole

$$\mathbf Q_{ij}=\int\left(\phi_i^*\mathbf r\phi_j-\tilde\phi_i^*\mathbf r\tilde\phi_j\right)d^3r,$$

and therefore

$$\langle\mathbf r\rangle_{\rm AE}=\langle\mathbf r\rangle^\sim+\sum_{ij}\langle\psi_m|\beta_i\rangle\mathbf Q_{ij}\langle\beta_j|\psi_n\rangle. \tag{2}$$

The expansion of $\psi_n$ inside the sphere holds without error for a reference state, meaning one whose own partial wave was used to build the pseudopotential. For other states a finite set of partial waves makes (2) an approximation.

## From the dipole to the momentum

Now take the commutator of the ultrasoft Hamiltonian with $\mathbf r$. Acting to the left, $H$ gives $\varepsilon_mS$; acting to the right, it gives $\varepsilon_nS$. Hence

$$\langle\psi_m|[H,\mathbf r]|\psi_n\rangle=\varepsilon_m\langle S\mathbf r\rangle-\varepsilon_n\langle\mathbf rS\rangle
=\omega\langle\mathbf r\rangle^\sim+\varepsilon_m\langle K\mathbf r\rangle-\varepsilon_n\langle\mathbf rK\rangle .$$

The two energies multiply different operators, because $K$ is nonlocal and does not commute with $\mathbf r$. They do not combine into a single factor $\omega$.

The same commutator can be evaluated term by term. The kinetic energy gives $-\nabla$, the local potential gives nothing, and the projectors give $[V_{\rm NL},\mathbf r]$. Equating the two expressions and solving for the bare dipole gives

$$\omega\langle\mathbf r\rangle^\sim=-\langle\nabla\rangle^\sim+\langle[V_{\rm NL},\mathbf r]\rangle-\varepsilon_m\langle K\mathbf r\rangle+\varepsilon_n\langle\mathbf rK\rangle. \tag{3}$$

Multiplying (2) by $\omega$ and inserting (3) produces the complete element:

$$\begin{aligned}\omega\langle\mathbf r\rangle_{\rm AE}={}&-\langle\nabla\rangle^\sim+\langle[V_{\rm NL},\mathbf r]\rangle-\varepsilon_m\langle K\mathbf r\rangle+\varepsilon_n\langle\mathbf rK\rangle\\&+\omega\sum_{ij}\langle\psi_m|\beta_i\rangle\mathbf Q_{ij}\langle\beta_j|\psi_n\rangle .\end{aligned}\tag{4}$$

By (1), $i$ times the right side is $\langle\mathbf p\rangle_{\rm AE}$. The belief keeps the first term and drops the rest.

The terms with $\varepsilon q$ can be arranged as a commutator, at a price. Since $\varepsilon_m=\varepsilon_n+\omega$,

$$-\varepsilon_m\langle K\mathbf r\rangle+\varepsilon_n\langle\mathbf rK\rangle=-\varepsilon_n\langle[K,\mathbf r]\rangle-\omega\langle K\mathbf r\rangle .$$

Replacing $D_{ij}$ by $D_{ij}-\varepsilon_nq_{ij}$ in the commutator thus leaves a further term $-\omega\langle K\mathbf r\rangle$, which must be kept.

Two limits show what each piece does. If there are no projectors, every correction vanishes and bare $\mathbf p$ gives $i\omega\langle\mathbf r\rangle^\sim$; this is guaranteed to be the all-electron element when $V_{\rm loc}$ is the all-electron potential, so that the orbitals are the true ones, and not otherwise. If the pseudopotential is norm-conserving, with $q_{ij}=0$, the $\varepsilon q$ terms vanish but the commutator with $D$ remains. The augmentation dipole need not vanish either: equal norms do not imply equal dipole integrals. In that case the commutator yields $\omega\langle\mathbf r\rangle^\sim$, and the omitted $\mathbf Q_{ij}$ measures the remaining error for reference states.

## Where the origin goes

Equation (4) contains $\mathbf r$, whose origin is arbitrary. For an atom at $\mathbf R$, write $\mathbf r=\mathbf R+\boldsymbol\rho$ in that atom's terms. The constant $\mathbf R$ commutes with $V_{\rm NL}$. In the $\varepsilon q$ terms it contributes

$$-\varepsilon_m\mathbf R\langle K\rangle+\varepsilon_n\mathbf R\langle K\rangle=-\omega\mathbf R\langle K\rangle .$$

In the last term, $\mathbf Q_{ij}=\mathbf Rq_{ij}+\mathbf d_{ij}$, where $\mathbf d_{ij}$ is the dipole about the atom's centre. The first part contributes $+\omega\mathbf R\langle K\rangle$, and the two cancel. With several atoms this happens atom by atom, so $\boldsymbol\rho$ and $\mathbf d_{ij}$ may replace $\mathbf r$ and $\mathbf Q_{ij}$ throughout (4). No term then contains a position outside a projector sphere. A crystal needs this form, although the derivation given here is for a finite system.

The bare dipole has no such protection. Moving the origin by $\mathbf a$ replaces $\mathbf r$ by $\mathbf r-\mathbf a$ and changes it by $-\mathbf a$ times the bare overlap $\langle\psi_m|\psi_n\rangle$, which is generally not zero because orthogonality holds with $S$. In the model atom below, the ultrasoft 2p and 3p orbitals have a bare overlap of 0.044.

## An atomic s–p transition

The model atom has one electron in the potential

$$V(r)=-\frac{1+7e^{-1.5r}}{r},$$

with $r$ in bohr. It represents no particular element. Its 2s orbital has a radial node; its 2p orbital has none.

The pseudopotential has one projector per channel. Write radial functions as $u(r)=rR(r)$. Inside $r_c=1.5$ bohr, the 2s or 2p function is replaced by $r^{l+1}(c_0+c_1r^2+c_2r^4)$, with the value and first two derivatives matched at $r_c$. The local potential inside is $v_0+v_2r^2$, matched in value and slope. With $T=-\tfrac12\nabla^2$, define

$$\chi=(\varepsilon-T-V_{\rm loc})\tilde\phi,\quad B=\langle\tilde\phi|\chi\rangle,\quad \beta=\chi/B,$$

$$q=\langle\phi|\phi\rangle-\langle\tilde\phi|\tilde\phi\rangle,\quad D=B+\varepsilon q .$$

Outside the sphere $\chi=0$, because $\tilde\phi$ solves the true equation there. Since $\langle\beta|\tilde\phi\rangle=1$,

$$(H-\varepsilon S)\tilde\phi=-\chi+(D-\varepsilon q)\beta=-\chi+B\beta=0 .$$

The smooth function is thus an eigenstate at the all-electron energy. The program does not take this on trust: it diagonalizes $H$ and $S$, and finds $-1.7973$ hartree for 2s and $-1.3458$ hartree for 2p, as in the all-electron calculation. The transition energy is $\omega=0.4515$ hartree, or 12.29 eV.

The missing norms are $q=0.250$ for 2s and $q=0.625$ for 2p. The ultrasoft 2p orbital therefore has a bare norm of only 0.375.

For light polarized along $z$, the 2s state couples to the 2p state with $m=0$. The angular integral of $Y_{10}\cos\theta\,Y_{00}$ is $(\sqrt3/4\pi)(4\pi/3)=1/\sqrt3$, so

$$\langle z\rangle=\frac1{\sqrt3}\int_0^\infty u_p\,r\,u_s\,dr .$$

For the gradient, $\partial_zR_s=R_s'\cos\theta$ and $rR_s'=u_s'-u_s/r$, which gives

$$\langle\partial_z\rangle=\frac1{\sqrt3}\int_0^\infty u_p\left(u_s'-\frac{u_s}{r}\right)dr .$$

Let $G=\omega\langle z\rangle_{\rm AE}$. The oscillator strength for one electron is $f=2\omega\langle z\rangle_{\rm AE}^2=2G^2/\omega$. The terms of (4), in hartree bohr, are:

- bare gradient, $-\langle\partial_z\rangle^\sim$: $0.4112$
- commutator with $D$: $-0.7836$
- $\varepsilon q$ terms: $0.5237$
- augmentation dipole times $\omega$: $0.0782$

Their sum is $0.2295$. The gradient element computed directly from the all-electron orbitals is also $0.2295$. The strengths with and without the corrections are

$$f=\frac{2(0.2295)^2}{0.4515}=0.233,\qquad f_{\rm bare}=\frac{2(0.4112)^2}{0.4515}=0.749 .$$

The bare recipe is too large by a factor of 3.2.

Partial repairs do not bring the matrix element steadily closer to the answer. Adding the commutator with $D$ takes it from $0.4112$ to $-0.3724$, which has the wrong sign and lies farther from $0.2295$ than before. The strength hides this, because it contains the square: it falls to $f=0.614$. Adding the $\varepsilon q$ terms gives $f=0.101$, which is now too small. This last value is also what the bare length element gives, and (3) says why: the first three terms together are $\omega\langle z\rangle^\sim$. Agreement between length and momentum forms at that stage shows that the commutators are consistent. It does not show that the strength is right. The augmentation dipole raises $\langle z\rangle$ from 0.335 to 0.508 bohr and $f$ to 0.233.

The choice of sphere gives a second refutation. For $r_c=1.3$, $1.5$ and $1.7$ bohr, the bare strengths are $1.390$, $0.749$ and $0.362$, while the complete expression gives $0.233$ each time. The bare value peaks for a sphere near 0.85 bohr and falls as the sphere grows beyond that, and nothing stops it at the correct one: for $r_c=1.9$ bohr it has dropped to about $0.16$, below the true strength. A quantity that depends on how the core region was smoothed cannot be a property of the atom.

Equation (4) does not fix the direction of the error either. At $r_c=1.5$ bohr the bare strength is too large for 2s→2p; for 2s→3p, treated below, it is too small.

## What the corrected formula does not guarantee

Equation (3) follows from the ultrasoft eigenvalue problem alone. The right side of (4) therefore equals $\omega$ times the augmented dipole for every pair of its eigenstates, and the program tests this for nine s–p pairs. That this dipole is also the all-electron one is a separate matter, which depends on the partial waves.

The 3s and 3p states were not used in the construction. Their ultrasoft energies lie 0.005 and 0.008 hartree too high. For 2s→3p, the all-electron strength is 0.025, the complete formula gives 0.011, and bare momentum gives 0.003. For 3s→3p the values are 0.881, 0.975 and 1.002. At this radius, 1.5 bohr, the complete formula is closer in both cases, but it misses more than half of the weak line, and for the strong one it removes only a small part of the error. Even that is not assured: for $r_c=1.7$ bohr the 3s→3p strength is 0.996 from the complete formula and 0.983 from bare momentum, so the bare value happens to lie closer to 0.881. One projector per channel is too few for these transitions. Adding 3s and 3p as reference states would make (2) hold for them too, by the argument given above.

Nor is (4) the only valid route. The reconstruction with $O=\nabla$ corrects the momentum directly:

$$\langle\nabla\rangle_{\rm AE}=\langle\nabla\rangle^\sim+\sum_{ij}\langle\psi_m|\beta_i\rangle\left(\langle\phi_i|\nabla|\phi_j\rangle-\langle\tilde\phi_i|\nabla|\tilde\phi_j\rangle\right)\langle\beta_j|\psi_n\rangle .$$

No commutator appears, because the gradient is evaluated on true partial waves. For reference states this agrees with (4). For 2s→3p it gives 0.005 instead of 0.011, and for 3s→3p it gives 0.984 instead of 0.975. A difference between the two routes reveals an incomplete set of partial waves. The two corrections must not be added together, since for reference states each is already a full repair of bare momentum.

The same dressing is needed in time-dependent work. In a uniform field $\mathbf E(t)$ the electron acquires the energy $\mathbf E\cdot\mathbf r$. Expand the state in all-electron orbitals with coefficients $a_n(t)$; then

$$i\dot a_m=\varepsilon_ma_m+\mathbf E\cdot\sum_n\langle\Psi_m|\mathbf r|\Psi_n\rangle a_n .$$

To reproduce this with ultrasoft orbitals, the perturbation must have the elements (2). The operator to use is therefore $\mathbf r+\sum_{ij}|\beta_i\rangle\mathbf Q_{ij}\langle\beta_j|$, not $\mathbf r$ alone. Like (2), it is exact between reference states and approximate for the others: at $r_c=1.5$ bohr the static polarizability of the 2s state, which sums over all p states, is 1.22 bohr$^3$ in the atom, 1.18 with the dressed operator and 0.55 with the undressed one. Propagation with the undressed operator would drive the 2s→2p transition with a dipole of 0.335 bohr where the atom has 0.508.

The belief is right that $\mathbf p$ governs absorption. Its error is to place the all-electron operator between orbitals that are not all-electron orbitals. The numerical check compares the two sides of (4) from separately computed orbitals.

## Calculated quantities

```
Model: nuclear charge 8, screening 1.5 1/bohr, cutoff 1.5 bohr
Hydrogen 1s-2p check: f = 0.416197, analytic 0.416197
AE energy 2s = -1.797252, 2p = -1.345778 hartree
Ultrasoft energy 2s = -1.797252, 2p = -1.345778 hartree
Transition energy w = 0.451474 hartree = 12.2852 eV
s channel: q = 0.24957, D = -1.21301 hartree
p channel: q = 0.62499, D = -1.49483 hartree
Bare norm of pseudo 2s = 0.75043, of pseudo 2p = 0.37501
Bare overlap of pseudo 2p and 3p = 0.04368
Dipole z: AE 0.508419, bare pseudo 0.335134, augmentation 0.173285 bohr
Contributions to G = w z (hartree bohr):
  bare gradient      0.411247
  D commutator       -0.783640
  eps q terms        0.523697
  augmentation       0.078234
  sum                0.229538
  AE gradient        0.229538
Oscillator strength f of 2s-2p (dimensionless):
  bare momentum      0.749209
  + D commutator     0.614328
  + eps q terms      0.101414
  + augmentation     0.233403
  AE                 0.233403
  bare length form   0.101414
  ratio bare momentum / AE = 3.2099
Cutoff dependence of f(2s-2p): cutoff (bohr), bare, complete
  1.3  1.390440  0.233403
  1.5  0.749209  0.233403
  1.7  0.362211  0.233403
Non-reference states, one projector per channel:
Ultrasoft minus AE energy: 3s 0.005227, 3p 0.007608 hartree
f: AE, complete commutator, on-site momentum, bare momentum
  2s-3p  0.025092  0.010923  0.005319  0.003492
  3s-3p  0.881272  0.975173  0.984350  1.001620
```
